\section*{Diffusion and viscosity from one run in an elongated periodic cell, part 1}

(Sections cited here and not found follow in the second part.)

\section{From one shear mode to the sum over the cell}

\subsection{What a periodic cell does to a diffusion coefficient}

Take a model liquid at 300 K with viscosity $1.2\,\hbar/a_0^3$, in which particles of hydrodynamic radius 3 bohr diffuse. In a periodic cube of edge 33.8 bohr, leading-order hydrodynamics makes the diffusion coefficient 25\% smaller than in the unbounded liquid. No longer trajectory removes this error: it belongs to the cell, not to the sampling. It falls off only as the inverse edge, so a tenfold reduction needs a thousand times the volume, which is out of reach when every step requires an electronic-structure calculation. The error could be subtracted if the viscosity were known, but the viscosity is itself a quantity to be found.

A change of shape at fixed volume offers a way out. Let the cell be orthorhombic with a square base, $L_x=L_y$, and let
\begin{equation}
 s=\frac{L_z}{L_x},\qquad V=L_x^2L_z=sL_x^3 .
\end{equation}
The square base is an assumption of everything below. The measured quantities are the three diffusion coefficients
\begin{equation}
 D_\alpha=\lim_{t\to\infty}\frac{\langle[r_\alpha(t)-r_\alpha(0)]^2\rangle}{2t},\qquad \alpha=x,y,z,
\end{equation}
with the total momentum of the cell fixed at zero. The liquid is isotropic, with density $\rho$, viscosity $\eta$ and kinematic viscosity $\nu=\eta/\rho$. In the unbounded liquid all three coefficients equal $D_0$. Atomic units are used, and $kT$ is the thermal energy.

\subsection{The simplest case: one shear mode}

Let the liquid carry a single fluctuating shear flow along $x$ that varies along $y$,
\begin{equation}
 u_x(y,t)=A(t)\cos ky+B(t)\sin ky .
\end{equation}
Linearized hydrodynamics gives $\partial_t u_x=\nu\,\partial_y^2u_x$ plus a random stress. The amplitudes $A$ and $B$ are therefore independent, stationary, and lose their memory at the rate $\nu k^2$:
\begin{equation}
 \langle A(t)A(0)\rangle=\langle B(t)B(0)\rangle=S e^{-\nu k^2t},\qquad \langle A(t)B(0)\rangle=0 .
\end{equation}
The variance follows from equipartition. The kinetic energy is $\tfrac12\rho\int u_x^2\,d^3r=\tfrac14\rho V(A^2+B^2)$, and each quadratic term holds $kT/2$ on average, so $S=2kT/(\rho V)$.

A particle carried by this flow also diffuses along $y$ with coefficient $D$. Since the flow points along $x$, it does not affect $y(t)$. Averaging first over the amplitudes and then over the path gives
\begin{align}
 \langle u_x(t)u_x(0)\rangle
 &=Se^{-\nu k^2t}\langle\cos ky(t)\cos ky(0)+\sin ky(t)\sin ky(0)\rangle\nonumber\\
 &=Se^{-\nu k^2t}\langle\cos k[y(t)-y(0)]\rangle
 =Se^{-(\nu+D)k^2t}.
\end{align}
The last step is the average of a cosine over a Gaussian displacement of variance $2Dt$. The Green--Kubo relation, which states that a diffusion coefficient is the time integral of the velocity correlation function, gives the contribution of the flow:
\begin{equation}
 \Delta D=\int_0^\infty Se^{-(\nu+D)k^2t}\,dt=\frac{S}{(\nu+D)k^2}.
 \label{eq:onemode}
\end{equation}

At finite time, with $\lambda=(\nu+D)k^2$, the mean-square displacement due to the flow is
\begin{equation}
 2\int_0^t(t-\tau)Se^{-\lambda\tau}d\tau=2S\left[\frac t\lambda-\frac{1-e^{-\lambda t}}{\lambda^2}\right].
\end{equation}
A stochastic simulation with $k=S=\nu=1$ and $D=0.5$ tests this. The simulated mean-square displacement agrees with the prediction within the sampling error of about 0.7\%. If $D$ is left out of the rate, the ratio is 0.69. Diffusion of the particle thus shortens the memory of the flow it feels. In a dense liquid usually $D\ll\nu$, and the effect is then small.

\subsection{All modes of the cell}

The allowed wavevectors are $\mathbf k=2\pi(n_x/L_x,n_y/L_x,n_z/L_z)$ with integer $n_i$. Write the flow as $\mathbf u(\mathbf r)=\sum_{\mathbf k}\mathbf u_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$. For one transverse polarization, the pair $\pm\mathbf k$ has energy $\rho V|u_{\mathbf k}|^2$ and two real degrees of freedom, hence
\begin{equation}
 \langle|u_{\mathbf k}|^2\rangle=\frac{kT}{\rho V}.
\end{equation}
This agrees with the single shear flow, whose variance $2kT/(\rho V)$ is shared by two wavevectors.

Each $\mathbf k\ne0$ has two transverse unit vectors $\mathbf e_1,\mathbf e_2$. Together with $\mathbf k/k$ they form an orthonormal set, so $e_{1\alpha}^2+e_{2\alpha}^2=1-k_\alpha^2/k^2$. This is the weight with which the mode moves the particle along $\alpha$. The longitudinal flow adds nothing in the limit of a slow particle. By continuity it is proportional to $\partial_t\delta\rho_{\mathbf k}$, the rate of change of a density fluctuation, and
\begin{equation}
 \int_0^\infty\langle\partial_t\delta\rho_{\mathbf k}(t)\,\partial_t\delta\rho^*_{\mathbf k}(0)\rangle dt
 =-\langle\delta\rho_{\mathbf k}(0)\,\partial_t\delta\rho_{\mathbf k}^*(0)\rangle=0 .
\end{equation}
The upper limit vanishes because the fluctuation is forgotten, and the equal-time average vanishes by time reversal. The term $\mathbf k=0$ is absent because the total momentum is zero.

For $D\ll\nu$ the rate is $\nu k^2$ and $\rho\nu=\eta$. The flow then contributes
\begin{equation}
 \frac{kT}{\eta V}\sum_{\mathbf k\ne0}\frac{1-k_\alpha^2/k^2}{k^2}\,F(k),
 \label{eq:modesum}
\end{equation}
where $F(k)$ describes how the particle averages the flow over its own size, with $F(0)=1$. If the diffusion of the particle is kept, treating its motion as isotropic and independent of each mode, $\eta$ is replaced by $\rho(\nu+D)=\eta+\rho D$ in every term.

\subsection{Subtracting the unbounded liquid}

The sum depends strongly on $F$, which hydrodynamics does not supply for a molecule. The same short-wavelength motion is present in the unbounded liquid, however, where the sum becomes an integral. Assume that the close surroundings of the particle behave alike in both. Then
\begin{equation}
 D_\alpha=D_0+\frac{kT}{\eta}M_\alpha ,
 \label{eq:central}
\end{equation}
\begin{equation}
 M_\alpha=\lim_{\varepsilon\to0}\left[\frac1V\sum_{\mathbf k\ne0}-\int\!\frac{d^3k}{(2\pi)^3}\right]\frac{1-k_\alpha^2/k^2}{k^2}\,e^{-\varepsilon k^2}.
 \label{eq:Mdef}
\end{equation}

The limit must not depend on the choice of the Gaussian. To see that it does not, let $G_{\alpha\beta}(\mathbf r)$ be $\eta$ times the flow along $\alpha$ caused by a unit force along $\beta$ at the origin. In the periodic cell,
\begin{equation}
 -\nabla^2G_{\alpha\beta}+\partial_\alpha p_\beta=\delta_{\alpha\beta}\left[\delta(\mathbf r)-\frac1V\right],\qquad \sum_\alpha\partial_\alpha G_{\alpha\beta}=0 ,
\end{equation}
where the uniform term keeps the total force zero. In free space that term is missing. Let $R_{\alpha\beta}$ and $P_\beta$ be the periodic minus the free solutions. Around the origin, up to the nearest image, the delta functions cancel:
\begin{equation}
 -\nabla^2R_{\alpha\beta}+\partial_\alpha P_\beta=-\frac{\delta_{\alpha\beta}}V .
 \label{eq:R}
\end{equation}
The divergence of this equation gives $\nabla^2P_\beta=0$, and its Laplacian then gives $\nabla^4R_{\alpha\beta}=0$. Hence $R_{\alpha\beta}$ is smooth at the origin. Any narrow smearing returns its value there, and $M_\alpha=R_{\alpha\alpha}(0)$.

A smearing in the $xy$ plane alone is therefore also allowed. It lets the sum over $k_z$ be done first.

\subsection{Column modes and the sum along the long axis}

Split $\mathbf k=(\mathbf q,k_z)$, with $\mathbf q$ in the plane. Begin with $\mathbf q=0$. These modes are horizontal layers sliding over one another. They move particles along $x$ and $y$ with full weight and do not move them along $z$. Their contribution to $M_x$ is
\begin{equation}
 \frac1V\sum_{n\ne0}\frac{L_z^2}{4\pi^2n^2}
 =\frac1V\,\frac{L_z^2}{4\pi^2}\,\frac{\pi^2}{3}
 =\frac{L_z}{12L_x^2}.
 \label{eq:column}
\end{equation}
It is positive and grows with the length of the cell: a longer cell admits slower layers, which carry particles farther before they decay.

For $\mathbf q\neq0$ we need
\begin{equation}
 S_1=\frac1{L_z}\sum_{k_z}\frac1{q^2+k_z^2},\qquad
 S_2=\frac1{L_z}\sum_{k_z}\frac1{(q^2+k_z^2)^2}.
\end{equation}
$S_1$ is the value at $z=0$ of the periodic solution of $-g''+q^2g=\delta(z)$. For $|z|\le L_z/2$ that solution is
\begin{equation}
 g(z)=\frac{\cosh[q(L_z/2-|z|)]}{2q\sinh(qL_z/2)} .
\end{equation}
Its slope jumps by $-1$ at the origin and vanishes at $z=\pm L_z/2$, so the periodic copies join smoothly. Thus
\begin{equation}
 S_1=\frac{\coth(qL_z/2)}{2q}.
 \label{eq:S1}
\end{equation}
Since $dS_1/dq=-2qS_2$,
\begin{align}
 S_2&=-\frac1{2q}\left[-\frac{\coth(qL_z/2)}{2q^2}-\frac{L_z}{4q\sinh^2(qL_z/2)}\right]\nonumber\\
 &=\frac{\coth(qL_z/2)}{4q^3}+\frac{L_z}{8q^2\sinh^2(qL_z/2)} .
 \label{eq:S2}
\end{align}
Two limits check $S_1$. For $qL_z\to0$ it tends to $1/(L_zq^2)$, the single term $k_z=0$. For $qL_z\to\infty$ it tends to $1/(2q)$, which is the integral $\int dk_z/[2\pi(q^2+k_z^2)]$. In the same limit $S_2\to1/(4q^3)$. These long-cell values are what the free-space subtraction requires.

By symmetry $M_x=M_y$, so $M_x$ is half their sum and $q_x^2$ may be replaced by $q^2/2$. For the $z$ direction, $1-k_z^2/k^2=q^2/k^2$. The summands at given $\mathbf q$ are
\begin{align}
 x:\quad S_1-\tfrac12q^2S_2&=\frac{3\coth(qL_z/2)}{8q}-\frac{L_z}{16\sinh^2(qL_z/2)},\label{eq:xsummand}\\
 z:\quad q^2S_2&=\frac{\coth(qL_z/2)}{4q}+\frac{L_z}{8\sinh^2(qL_z/2)} .\label{eq:zsummand}
\end{align}
Their free-space counterparts are $3/(8q)$ and $1/(4q)$.

\subsection{The planar sum}

Writing $\coth=1+(\coth-1)$ isolates a slowly decaying part proportional to $1/q$. The rest decays exponentially and needs no subtraction at large $q$. With $\mathbf q=2\pi\mathbf n/L_x$, the slow part requires
\begin{equation}
 Z=\lim_{\delta\to0}\left[\sum_{\mathbf n\ne0}\frac{e^{-\delta n^2}}{n}-\int d^2n\,\frac{e^{-\delta n^2}}{n}\right],
 \qquad \int d^2n\,\frac{e^{-\delta n^2}}{n}=\frac{\pi^{3/2}}{\sqrt\delta},
\end{equation}
where $n=|\mathbf n|$. To evaluate it, consider $E(p)=\sum_{\mathbf n\ne0}n^{-2p}$ for $p>1$. The points $\mathbf n$ are the nonzero Gaussian integers $n_x+in_y$, which factor uniquely into Gaussian primes up to the four units. Summing over products of primes gives one factor for each ordinary prime. The prime 2 gives $(1-2^{-p})^{-1}$. A prime $\ell$ of the form $4j+1$ splits into two Gaussian primes of squared modulus $\ell$ and gives $(1-\ell^{-p})^{-2}$. A prime of the form $4j+3$ stays prime, with squared modulus $\ell^2$, and gives $(1-\ell^{-2p})^{-1}=(1-\ell^{-p})^{-1}(1+\ell^{-p})^{-1}$. One factor $(1-\ell^{-p})^{-1}$ per prime builds Riemann's $\zeta(p)$; the others build $\beta(p)=1-3^{-p}+5^{-p}-\dots$. Hence
\begin{equation}
 E(p)=4\zeta(p)\beta(p).
\end{equation}

Now insert $e^{-x}=(2\pi i)^{-1}\int\Gamma(w)x^{-w}dw$ with $x=\delta n^2$ and $\mathrm{Re}\,w>1/2$:
\begin{equation}
 \sum_{\mathbf n\ne0}\frac{e^{-\delta n^2}}{n}=\frac1{2\pi i}\int\Gamma(w)\,\delta^{-w}E(w+\tfrac12)\,dw .
\end{equation}
Move the line of integration to $-1<\mathrm{Re}\,w<0$; the decay of $\Gamma$ at large imaginary $w$ permits this. The pole of $\zeta$ at $w=1/2$ contributes $\Gamma(\tfrac12)\delta^{-1/2}\,4\beta(1)=\pi^{3/2}/\sqrt\delta$, since $\beta(1)=\pi/4$. This cancels the integral. The pole of $\Gamma$ at $w=0$ contributes $E(1/2)$, and what remains vanishes with $\delta$. Therefore
\begin{equation}
 Z=4\zeta(\tfrac12)\beta(\tfrac12)=-3.900265 .
 \label{eq:Z}
\end{equation}
A direct summation over the planar lattice agrees within the tolerance of $10^{-6}$.

\section{The cell shape, the two readings and their errors}

\subsection{Symbols and results taken over}

The cell has edges $L_x=L_y$ and $L_z=sL_x$. The diffusion coefficients obey $D_\alpha=D_0+kTM_\alpha/\eta$ to leading order, with $D_0$ the value in the unbounded liquid. $M_\alpha$ is the value at the origin of $R_{\alpha\alpha}$, the periodic minus the free Stokes flow, multiplied by $\eta$. The layers with $\mathbf q=0$ contribute $L_z/(12L_x^2)$ to $M_x$ and nothing to $M_z$. The other modes contribute the summands (\ref{eq:xsummand}) and (\ref{eq:zsummand}), and the planar sum is $Z=4\zeta(\frac12)\beta(\frac12)=-3.900265$.

\subsection{The correction for any aspect ratio}

Set $\kappa=qL_x=2\pi n$. The regularized sum of $1/q$ is $(L_x/2\pi)Z$, and the factor in front of the planar sum is $1/L_x^2$. The slow part of $M_x$ is thus $(3/8)Z/(2\pi L_x)$, and that of $M_z$ is $(1/4)Z/(2\pi L_x)$. Adding the layers and the exponentially decaying terms gives
\begin{align}
 L_xM_x&=\frac s{12}+\frac{3Z}{16\pi}
 +\sum_{\mathbf n\ne0}\left[\frac{3(\coth\frac{\kappa s}2-1)}{8\kappa}-\frac{s}{16\sinh^2\frac{\kappa s}2}\right],\label{eq:mx}\\
 L_xM_z&=\frac Z{8\pi}
 +\sum_{\mathbf n\ne0}\left[\frac{\coth\frac{\kappa s}2-1}{4\kappa}+\frac{s}{8\sinh^2\frac{\kappa s}2}\right].\label{eq:mz}
\end{align}

The cube is the first check. At $s=1$ the two expressions look different, yet symmetry demands that they agree. They do, within the test tolerance of $10^{-12}$, and give
\begin{equation}
 M_x=M_z=-\frac{2.8373}{6\pi L}\qquad\text{(cube of edge }L).
\end{equation}
With $D_0=kT/(6\pi\eta a)$ for a particle of hydrodynamic radius $a$, the relative shift is $-2.8373\,a/L$. For $a=3$ and $L=33.80$ bohr this is the $-25\%$ of the opening. The second check uses the definition (\ref{eq:Mdef}): direct three-dimensional mode sums, extrapolated to a point particle, agree with (\ref{eq:mx}) and (\ref{eq:mz}) within $10^{-8}$ for four cell shapes.

The leading finite-size corrections $M_x=M_y$ and $M_z$ are now known for any aspect ratio $s$ of a cell with a square base, and they agree with direct mode sums. It remains to find where $M_x$ vanishes, to read off $D_0$ and $\eta$ there, and to examine the errors and limits of these readings.
